\section*{Emissivity error of a two-colour pyrometer in the Wien limit, part 1}

(Sections cited here and not found follow in the second part.)

\section{The ratio law and its temperature error}

A pyrometer finds the temperature of a hot surface from the light that the surface emits. In chip processing this avoids a contact that could contaminate or cool the wafer. A two-colour, or ratio, pyrometer measures the light in two narrow bands and uses the ratio of the two signals. This problem asks how far its reading is wrong when the surface emits differently in the two bands from what the instrument assumes.

The surface has the uniform true temperature $T$, in kelvin. The bands are centred at the vacuum wavelengths $\lambda_1<\lambda_2$ and are so narrow that each can be treated as a single wavelength. The emissivity $\varepsilon_i$ is the emitted spectral radiance at $\lambda_i$ divided by that of a black body at the same temperature, in the direction of view. The surface is opaque, and for the present no light from elsewhere is reflected into the instrument.

\subsection*{(a) The Wien limit}

\textbf{Question.} Start from Planck's law and find the black-body radiance when the photon energy is much larger than the thermal energy. What relative error does the approximation make?

\textbf{Solution.} Planck's spectral radiance per unit wavelength is
\begin{equation}
L_{\mathrm P}(\lambda,T)=\frac{2hc^2}{\lambda^5}\,\frac{1}{e^{x}-1},
\qquad x=\frac{hc}{\lambda kT}=\frac{c_2}{\lambda T}.
\end{equation}
Here $h$ is Planck's constant, $c$ the speed of light and $k$ Boltzmann's constant. The combination $c_2=hc/k$ is the second radiation constant, a length times a temperature. The number $x$ is the photon energy in units of $kT$. Multiplying numerator and denominator of the last fraction by $e^{-x}$ gives
\begin{equation}
\frac{1}{e^{x}-1}=\frac{e^{-x}}{1-e^{-x}} .
\end{equation}
For $e^{-x}\ll1$ the denominator on the right is close to one. Replacing it by one gives Wien's law,
\begin{equation}
L_{\mathrm W}(\lambda,T)=\frac{C}{\lambda^5}\,e^{-c_2/(\lambda T)},
\qquad C=2hc^2 .
\end{equation}
The two laws are related by $L_{\mathrm W}=(1-e^{-x})L_{\mathrm P}$. Wien's radiance is therefore too small by the fraction $e^{-x}$ of Planck's. At $x=5$ this is $0.7\,\%$, and it falls rapidly as $x$ grows. The approximation favours short wavelengths and low temperatures.

Wien's law also shows why thermal light is a sensitive thermometer. Its logarithm is $\ln C-5\ln\lambda-c_2/(\lambda T)$, so that
\begin{equation}
\frac{\partial\ln L_{\mathrm W}}{\partial(1/T)}=-\frac{c_2}{\lambda} .
\end{equation}
The logarithm of the signal is a straight line in the inverse temperature. This is why the inverse temperature, and not $T$ itself, gives the simplest error law.

\subsection*{(b) The ratio of two signals}

\textbf{Question.} Write the ratio of the two signals in the Wien limit. Which unknown factors drop out of it, and which remain?

\textbf{Solution.} The signal in channel $i$ is
\begin{equation}
S_i=G\,\gamma_i\,\varepsilon_i\,L_{\mathrm W}(\lambda_i,T).
\end{equation}
The factor $G$ is common to both channels. It contains, for example, the solid angle of collection, the filled part of the field of view if the rest is dark, and a grey loss in a window. The factor $\gamma_i$ is the response peculiar to channel $i$. A measurement on a black body of known temperature gives $\gamma_1/\gamma_2$, and dividing by it leaves the calibrated ratio
\begin{align}
R&=\frac{\varepsilon_1L_{\mathrm W}(\lambda_1,T)}
        {\varepsilon_2L_{\mathrm W}(\lambda_2,T)}\nonumber\\
&=\frac{\varepsilon_1}{\varepsilon_2}
 \left(\frac{\lambda_2}{\lambda_1}\right)^5
 \exp\!\left[-\frac{c_2}{T}
 \left(\frac1{\lambda_1}-\frac1{\lambda_2}\right)\right].
\end{align}
In the second line $C$ has cancelled, the quotient $\lambda_1^{-5}/\lambda_2^{-5}$ has become $(\lambda_2/\lambda_1)^5$, and the two exponents have been subtracted. The difference of inverse wavelengths is
\begin{equation}
\frac1{\lambda_1}-\frac1{\lambda_2}
=\frac{\lambda_2-\lambda_1}{\lambda_1\lambda_2}
\equiv\frac1\Lambda,
\qquad
\Lambda=\frac{\lambda_1\lambda_2}{\lambda_2-\lambda_1}.
\end{equation}
The length $\Lambda$ is positive because $\lambda_1<\lambda_2$. The ratio becomes
\begin{equation}
R=\frac{\varepsilon_1}{\varepsilon_2}
\left(\frac{\lambda_2}{\lambda_1}\right)^5e^{-c_2/(\Lambda T)} .
\end{equation}
Apart from its prefactor, it depends on temperature like Wien radiation of the single wavelength $\Lambda$. Since $\Lambda=\lambda_1/(1-\lambda_1/\lambda_2)$ is longer than $\lambda_1$, the ratio is less sensitive to temperature than the signal at $\lambda_1$ alone.

The common factor $G$ has gone, and so has any common factor in the two emissivities. What remains is the emissivity ratio. A deposit on a window that absorbs one band more than the other, formed after the calibration, changes $R$ in the same way as a change of $\varepsilon_1/\varepsilon_2$.

\subsection*{(c) The error in inverse temperature}

\textbf{Question.} The instrument assumes an emissivity ratio $K$ and reports the temperature $T_{\mathrm r}$ that then reproduces the measured $R$. Show that for a grey setting, $K=1$, the inverse-temperature error is the logarithmic emissivity ratio times the wavelength product over the wavelength difference, divided by $c_2$. Fix the sign.

\textbf{Solution.} The reported temperature is defined by the same ratio law with the assumed emissivity ratio in place of the true one:
\begin{equation}
R=K\left(\frac{\lambda_2}{\lambda_1}\right)^5
e^{-c_2/(\Lambda T_{\mathrm r})}.
\end{equation}
Both expressions describe the one measured number $R$, so they are equal. The positive factor $(\lambda_2/\lambda_1)^5$ divides out:
\begin{equation}
\frac{\varepsilon_1}{\varepsilon_2}\,e^{-c_2/(\Lambda T)}
=K\,e^{-c_2/(\Lambda T_{\mathrm r})}.
\end{equation}
Both sides are positive, so the logarithm may be taken:
\begin{equation}
\ln\frac{\varepsilon_1}{\varepsilon_2}-\frac{c_2}{\Lambda T}
=\ln K-\frac{c_2}{\Lambda T_{\mathrm r}} .
\end{equation}
Move $\ln K$ to the left and the first temperature term to the right:
\begin{equation}
\ln\frac{\varepsilon_1/\varepsilon_2}{K}
=\frac{c_2}{\Lambda}
\left(\frac1T-\frac1{T_{\mathrm r}}\right).
\end{equation}
Multiplication by $\Lambda/c_2$ gives
\begin{equation}
a\equiv\frac1T-\frac1{T_{\mathrm r}}
=\frac{\Lambda}{c_2}\ln\frac{\varepsilon_1/\varepsilon_2}{K}.
\end{equation}
For the grey setting this is the required result,
\begin{equation}
\frac1T-\frac1{T_{\mathrm r}}
=\frac{1}{c_2}\,
\frac{\lambda_1\lambda_2}{\lambda_2-\lambda_1}\,
\ln\frac{\varepsilon_1}{\varepsilon_2}.
\end{equation}

The error is here the true inverse temperature minus the indicated one. If the surface emits relatively better at the shorter wavelength, $\varepsilon_1>\varepsilon_2$, then $a>0$ and $T_{\mathrm r}>T$. The reason is visible in the ratio: heating a grey body raises the share of short-wavelength light, and the instrument takes the extra short-wavelength emission for extra heat.

No expansion in the emissivity ratio was made, so within Wien's law the result holds for large ratios as well as small ones. The true temperature does not appear on the right. If the emissivity ratio stays fixed while the surface is heated, the error in inverse temperature stays fixed too.

\subsection*{(d) The error in kelvin}

\textbf{Question.} Convert the result into an error of the temperature itself. When does a finite reading exist?

\textbf{Solution.} From the definition of $a$,
\begin{equation}
\frac1{T_{\mathrm r}}=\frac1T-a=\frac{1-aT}{T},
\qquad T_{\mathrm r}=\frac{T}{1-aT}.
\end{equation}
Subtracting $T$ and using a common denominator gives
\begin{equation}
T_{\mathrm r}-T=\frac{T-T(1-aT)}{1-aT}=\frac{aT^2}{1-aT}.
\end{equation}
For $|aT|\ll1$ the error is close to $aT^2$. It therefore grows roughly as the square of the temperature at a fixed emissivity ratio. The part left out by this estimate is
\begin{equation}
\frac{aT^2}{1-aT}-aT^2=aT\,\frac{aT^2}{1-aT},
\end{equation}
which is the fraction $aT$ of the full error.

A finite positive reading needs $aT<1$, or
\begin{equation}
\frac{\varepsilon_1/\varepsilon_2}{K}<e^{c_2/(\Lambda T)} .
\end{equation}
Beyond this bound $R$ exceeds $K(\lambda_2/\lambda_1)^5$, the value that the instrument's Wien curve approaches as $T_{\mathrm r}\to\infty$. The bound belongs to the Wien model. Long before it is reached, $T_{\mathrm r}$ becomes so high that Wien's law fails at the indicated temperature. The error law needs $e^{-x}\ll1$ at both temperatures, because the instrument's curve is used at $T_{\mathrm r}$ and the surface emits at $T$.

\subsection*{(e) What the second colour costs}

\textbf{Question.} A one-colour pyrometer set for a black body reports the radiance temperature $T_i$ at $\lambda_i$. Express the grey two-colour reading through $T_1$ and $T_2$. Then compare how the two methods respond to a wrong emissivity setting.

\textbf{Solution.} The one-colour reading satisfies $L_{\mathrm W}(\lambda_i,T_i)=\varepsilon_iL_{\mathrm W}(\lambda_i,T)$. The factors $C\lambda_i^{-5}$ cancel, and the logarithm gives
\begin{equation}
\frac1{T_i}=\frac1T-\frac{\lambda_i}{c_2}\ln\varepsilon_i .
\end{equation}
Since $\varepsilon_i<1$ for a real surface, $T_i<T$. Multiply the equation for $i=1$ by $\lambda_2$ and the one for $i=2$ by $\lambda_1$, and subtract:
\begin{equation}
\frac{\lambda_2}{T_1}-\frac{\lambda_1}{T_2}
=\frac{\lambda_2-\lambda_1}{T}
-\frac{\lambda_1\lambda_2}{c_2}
\ln\frac{\varepsilon_1}{\varepsilon_2}.
\end{equation}
Division by $\lambda_2-\lambda_1$ turns the right-hand side into $1/T-a$ with $K=1$, which is $1/T_{\mathrm r}$. Hence
\begin{equation}
\frac1{T_{\mathrm r}}
=\frac{\lambda_2/T_1-\lambda_1/T_2}{\lambda_2-\lambda_1}.
\end{equation}
The two-colour reading is an extrapolation from two one-colour readings, with one positive and one negative weight.

Now let each instrument have the correct setting multiplied by $1+s$. For the one-colour instrument at $\lambda_1$ the assumed emissivity is $(1+s)\varepsilon_1$, and the same algebra shows that the indicated inverse temperature exceeds $1/T$ by $(\lambda_1/c_2)\ln(1+s)$, so that a setting that is too high gives a reading that is too low. For the two-colour instrument $K=(1+s)\varepsilon_1/\varepsilon_2$, and $1/T_{\mathrm r}-1/T=-a=(\Lambda/c_2)\ln(1+s)$. Their quotient is
\begin{equation}
\frac{\Lambda}{\lambda_1}=\frac{\lambda_2}{\lambda_2-\lambda_1}>1 .
\end{equation}
For the same relative error of its setting, the two-colour instrument is worse than a one-colour instrument at $\lambda_1$. Against a one-colour instrument at $\lambda_2$ the quotient is $\Lambda/\lambda_2=\lambda_1/(\lambda_2-\lambda_1)$, which exceeds one only for $\lambda_2<2\lambda_1$. It gains when the emissivities are poorly known but their ratio is well known, or when an unknown common factor $G$ would spoil a one-colour reading.

\subsection*{(f) Choosing the wavelengths}

\textbf{Question.} Does moving the two bands together remove the emissivity error? Take $\varepsilon\propto\lambda^{-p}$ with constant $p>0$, and a grey setting.

\textbf{Solution.} Put $r=\lambda_2/\lambda_1>1$. Then $\ln(\varepsilon_1/\varepsilon_2)=p\ln r$ and $\Lambda=\lambda_1r/(r-1)$, so
\begin{equation}
a=\frac{p\lambda_1}{c_2}\,\frac{r\ln r}{r-1}.
\end{equation}
As $r\to1$, $\ln r$ approaches $r-1$, and $a$ tends to $p\lambda_1/c_2$. This is not zero. The emissivities become equal, but the factor $\Lambda$ grows at the same rate as their logarithmic difference shrinks. For $r>1$,
\begin{equation}
\frac{d}{dr}\,\frac{r\ln r}{r-1}
=\frac{r-1-\ln r}{(r-1)^2}>0 ,
\end{equation}
because $\ln r<r-1$. In this model, at fixed $\lambda_1$, a wider separation increases the emissivity error.

Noise behaves the other way. A small relative error $s$ of $R$ shifts $1/T_{\mathrm r}$ by $-\Lambda s/c_2$, and $\Lambda$ diverges as $r\to1$. At fixed $\lambda_1$, bringing the bands together thus lowers the bias only to a finite limit, while the noise sensitivity grows without bound. This trade-off depends on which wavelength is held. At fixed $\lambda_2$, $\Lambda=\lambda_2/(r-1)$ and $a=(p\lambda_2/c_2)\ln r/(r-1)$, and both fall as $r$ grows. Widening the pair towards shorter wavelengths then lowers the bias and the sensitivity to a given $s$ together. The price is a weaker signal at $\lambda_1$, which tends to make $s$ itself larger. In this model the bias is governed mainly by how short the wavelengths are, and close spacing never removes it.

Within Wien's law, the error in inverse temperature is $\Lambda/c_2$ times the logarithm of the true emissivity ratio over the assumed one, and moving the bands together does not remove it. It remains to put numbers to this for a tungsten film and to estimate the effects left out so far: Planck's law, finite bandwidth, uneven temperature and reflected lamp light.
